# Band tails from the optimal fluctuation in Gaussian white-noise disorder

A particle of mass $m$ moves in $d$ dimensions in a static random potential,

$$H=-t\nabla^2+V(\mathbf r),\qquad t=\frac{\hbar^2}{2m},$$

where $V$ is Gaussian with zero mean and $\langle V(\mathbf r)V(\mathbf r')\rangle=w\,\delta(\mathbf r-\mathbf r')$. The strength $w$ has the unit energy² × length$^d$. Let $\rho(-B)$ be the density of states per volume at binding energy $B>0$ below the band edge. The problem is to find how $\ln\rho(-B)$ depends on $B$ deep in the tail, and where the answer stops being valid. Factors that are powers of $B$ in front of an exponential are left open, except in one dimension. All integrals run over all space unless limits are shown.

## (a) The price of a bound state

**Find the probability weight of a given potential, and reduce the search for the most probable potential with a level at $-B$ to a minimization over wave functions.**

Divide space into cells of volume $v$. The cell average of $V$ has variance $w/v$, and different cells are independent, so the weight is

$$\prod_i e^{-vV_i^2/2w}\;\to\;\exp\Big(-\frac1{2w}\int V^2\Big).$$

A level far below the edge needs a rare, deep well. If the noise is weak on the scale of that well, a condition made precise in (b), the probability is governed by the cheapest well:

$$\ln\rho(-B)\simeq-S(B),\qquad S(B)=\frac1{2w}\min_V\int V^2 .$$

This is a saddle-point estimate, not a rigorous proof. The well may sit anywhere, which affects only the prefactor.

Suppose $V$ has its lowest level at or below $-B$. Then there is a real normalized $\psi$ with

$$T+\int V\psi^2\le-B,\qquad T=t\int|\nabla\psi|^2 .$$

Hence $-\int V\psi^2\ge B+T>0$. The Cauchy–Schwarz inequality gives $(\int V\psi^2)^2\le\int V^2\int\psi^4$, so

$$\int V^2\ \ge\ J[\psi]=\frac{(B+T)^2}{\int\psi^4}.$$

Conversely, for any normalized $\psi$ take

$$V=-\mu\psi^2,\qquad \mu=\frac{B+T}{\int\psi^4}.$$

This potential has $\int V^2=J[\psi]$, and the mean energy of $\psi$ in it is $T-(B+T)=-B$, so its lowest level is at or below $-B$. The two searches therefore have the same minimum:

$$S(B)=\frac1{2w}\min_\psi J[\psi].$$

$J$ grows with $B$, so the cheapest well has its level at $-B$ and not lower. A well with an excited level at $-B$ has a still deeper ground level and costs more.

## (b) The power of the binding energy

**Stretch a trial state by a length $L$ and find the dependence of $S$ on $B$. What happens at $d=4$ and above?**

Let $\psi(\mathbf r)=L^{-d/2}\varphi(\mathbf r/L)$ with $\varphi$ normalized and dimensionless, $\tau=\int|\nabla\varphi|^2$ and $q=\int\varphi^4$. Then $T=t\tau/L^2$, $\int\psi^4=q/L^d$, and

$$J(L)=\frac{L^d}{q}\Big(B+\frac{t\tau}{L^2}\Big)^2,\qquad
\frac{d\ln J}{d\ln L}=d-\frac{4T}{B+T}.$$

The derivative rises steadily from $d-4$ at small $L$, where $T\gg B$, to $d$ at large $L$. For $d<4$ it changes sign once, at a minimum where

$$d(B+T)=4T\quad\Rightarrow\quad T=\frac{d}{4-d}\,B .$$

There $B+T=4B/(4-d)$ and $L^2=t\tau/T=t\tau(4-d)/(dB)$. Inserting both,

$$J_{\min}=\frac{16}{(4-d)^2}\Big(\frac{4-d}{d}\Big)^{d/2}\frac{\tau^{d/2}}{q}\;t^{d/2}B^{2-d/2}.$$

The ratio $\tau^{d/2}/q$ depends on the shape of $\varphi$ and not on $B$. For $d=1,2,3$ the Gagliardo–Nirenberg inequality states that it has a positive lower bound, and this bound is attained by a positive, radially symmetric function. Therefore

$$\boxed{\ \ln\rho(-B)\simeq-\frac{A_d}{w}\Big(\frac{\hbar^2}{2m}\Big)^{d/2}B^{\,2-d/2},\qquad d<4\ }$$

with a pure number $A_d$. The density falls with $B$; the magnitude of its logarithm grows as $B^{2-d/2}$. The power is a compromise: a wide well disturbs a large volume, while a narrow one must be very deep to pay for the kinetic energy.

For the validity condition, measure lengths in $1/\kappa$, with $\kappa=\sqrt{B/t}$, and energies in $B$. The scaled potential $V/B$ then has white-noise strength

$$\eta=\frac{w\kappa^d}{B^2}=w\,t^{-d/2}B^{d/2-2},\qquad S=\frac{A_d}{\eta}.$$

For $d<4$ the noise becomes weak as $B$ grows, which is what the saddle-point estimate needs.

At $d=4$, $J=(BL^2+t\tau)^2/q$. It is lowest for $L\to0$, where it no longer depends on $B$. For $d>4$, $J\propto L^{d-4}\to0$: arbitrarily small wells cost nothing, and the short-distance structure of the disorder decides the tail.

A family of real wells shows the change. Take $t=B=1$ and $V=-v\,e^{-r^2/2a^2}$, with $v$ adjusted by numerical diagonalization of the radial Hamiltonian until the lowest level is at $-1$. For widths $a=0.05,\ 0.1,\ 0.4,\ 1.6$ the cost $\int V^2$ is

- $d=3$: 234, 136, 77, 185, lowest at an intermediate width;
- $d=4$: 114, 118, 176, 942, levelling off as the well shrinks;
- $d=5$: 32, 65, 323, 4577, roughly halving when $a$ goes from 0.1 to 0.05.

## (c) The shape of the well and the coefficient

**Find the equation of the optimal well and determine $A_d$.**

Minimize $\ln J=2\ln(B+T)-\ln\int\psi^4$ with $\int\psi^2=1$. Integration by parts gives $\delta T=-2t\int\delta\psi\,\nabla^2\psi$, so with a multiplier $\lambda$ for the norm

$$\frac{-4t\nabla^2\psi}{B+T}-\frac{4\psi^3}{\int\psi^4}=\lambda\psi .$$

Multiply by $(B+T)/4$ and write $\lambda'=\lambda(B+T)/4$:

$$-t\nabla^2\psi-\mu\psi^3=\lambda'\psi .$$

Multiplying by $\psi$ and integrating gives $\lambda'=T-\mu\int\psi^4=T-(B+T)=-B$. This is the Schrödinger equation in the well $V=-\mu\psi^2$ with energy $-B$: the particle sits in a well shaped like its own density. Setting $\psi=\sqrt{B/\mu}\,f(\kappa\mathbf r)$ and dividing by $B\sqrt{B/\mu}$,

$$\nabla^2f-f+f^3=0,\qquad V(\mathbf r)=-B\,f^2(\kappa\mathbf r),$$

where $f$ is positive and decays. The cost follows from $\int V^2=B^2\kappa^{-d}\int f^4d^dx$ and $\kappa^{-d}=t^{d/2}B^{-d/2}$:

$$A_d=\frac12\int f^4\,d^dx .$$

Two identities check this against (b). Let $K=\int|\nabla f|^2$, $N_2=\int f^2$, $N_4=\int f^4$. Multiplying the equation by $f$ and integrating gives $K+N_2=N_4$. Next multiply by $\mathbf x\cdot\nabla f$. By parts,

$$\int(\mathbf x\cdot\nabla f)\nabla^2f=-K-\tfrac12\int\mathbf x\cdot\nabla|\nabla f|^2=\frac{d-2}{2}K,$$

$$\int\mathbf x\cdot\nabla\Big(-\frac{f^2}2+\frac{f^4}4\Big)=\frac d2N_2-\frac d4N_4 .$$

The two lines add to zero. Substituting $K=N_4-N_2$ gives

$$N_2=\Big(1-\frac d4\Big)N_4,\qquad K=\frac d4N_4 .$$

So $T/B=K/N_2=d/(4-d)$, as in (b). At $d=4$ the first identity would require $N_2=0$, so no localized solution exists.

In one dimension $f=\sqrt2\,\mathrm{sech}\,x$, because $(\mathrm{sech}\,x)''=\mathrm{sech}\,x-2\,\mathrm{sech}^3x$. With $\int\mathrm{sech}^4x\,dx=4/3$,

$$A_1=\tfrac12\cdot4\cdot\tfrac43=\tfrac83 .$$

For $d=2,3$ the radial equation is integrated outward numerically, and $f(0)$ is adjusted until $f$ neither crosses zero nor turns upward:

- $d=2$: $f(0)=2.206$, $N_4=23.40$, $A_2=11.70$;
- $d=3$: $f(0)=4.337$, $N_4=75.59$, $A_3=37.79$.

A second calculation does not use this equation. Fix $\int V^2$, diagonalize $H$, replace $V$ by the potential of the same norm proportional to $-\psi^2$, and repeat. By Cauchy–Schwarz the new potential gives the old $\psi$ an energy no higher than before, so the lowest level cannot rise. Comparing the final levels for two norms with ratio 1.5 gives powers of $B$ of 1.500, 1.000 and 0.500 for $d=1,2,3$, and coefficients 2.667, 11.70 and 37.79.

Thus $S\propto B^{3/2}$, $B$ and $B^{1/2}$ in one, two and three dimensions. In this model the leading tail is a plain exponential in two dimensions and flatter than one in three.

## (d) One dimension as a test of the argument

**Count the levels for $d=1$ without assuming an optimal well, and compare.**

Set $t=1$. The variable $z=\psi'/\psi$ obeys

$$z'=B-z^2+V(x).$$

At each node of $\psi$, $z$ runs to $-\infty$ and returns from $+\infty$. By Sturm's theorem the nodes at energy $-B$ count the levels below $-B$, so their number per length is $N(-B)=1/\ell_p$, where $\ell_p$ is the mean distance needed to pass from $+\infty$ to $-\infty$.

The motion of $z$ is overdamped motion in $U(z)=z^3/3-Bz$ with diffusion constant $w/2$. The mean distance $M(z)$ to reach $-\infty$ from $z$ satisfies $\frac w2M''-U'M'=-1$. Multiplying by $\frac2we^{-2U/w}$ makes the left side a total derivative, and integrating down from $+\infty$,

$$M'(z)=\frac2w\,e^{2U(z)/w}\int_z^\infty e^{-2U(y)/w}\,dy .$$

Put $y=z+s$ and use

$$U(z)-U(z+s)=-s\Big(z+\frac s2\Big)^2-\frac{s^3}{12}+Bs .$$

Integrating $M'$ over all $z$ gives a Gaussian factor $\sqrt{\pi w/2s}$, so

$$\frac1{N(-B)}=\ell_p=\sqrt{\frac{2\pi}w}\int_0^\infty\frac{ds}{\sqrt s}\,\exp\Big[\frac2w\Big(Bs-\frac{s^3}{12}\Big)\Big].$$

For large $B$ the integrand peaks at $s=2\sqrt B$. The exponent there is $\frac2w\cdot\frac43B^{3/2}=\frac{8}{3w}B^{3/2}$ and its second derivative is $-2\sqrt B/w$. The Gaussian integral about the peak is $\sqrt{\pi w/\sqrt B}$, and hence

$$N(-B)\simeq\frac{\sqrt B}{\pi}\,e^{-S},\qquad S=\frac{8B^{3/2}}{3w}.$$

The exponent agrees with the optimal well. Differentiating, $\rho=-dN/dB\simeq(4B/\pi w)\,e^{-S}$, so passing from the count to the density changes only the prefactor.

For $w=1$ the integral gives $N=1.90\times10^{-2}$ at $B=1$ and $2.28\times10^{-4}$ at $B=2$. Direct counting in 2000 random chains of 20,000 sites with spacing 0.05 gives $1.91\times10^{-2}$ and $2.26\times10^{-4}$. The second value rests on about 450 levels, so its statistical error is about 5%. At $B=40$ the integral gives $-\ln N=673.92$ against $S=674.62$. The difference of 0.70 is the logarithm of the prefactor, $\ln(\sqrt{40}/\pi)$.

## (e) Three dimensions and the short-distance cutoff

**Real disorder has a finite correlation length. What does this do to the zero of $B$, and how large are the corrections to the saddle?**

Take $\langle V(\mathbf r)V(0)\rangle=C(r)=\sigma^2e^{-r^2/2\ell^2}$. Its white-noise strength is its volume integral, $w=(2\pi)^{3/2}\sigma^2\ell^3$. The state at the bottom of the band has no average first-order shift. In second order it moves by

$$-\int\!\frac{d^3k}{(2\pi)^3}\frac{\tilde C(k)}{tk^2}=-\int\! d^3r\,\frac{C(r)}{4\pi tr}=-\frac{\sigma^2}{t}\int_0^\infty\! r\,e^{-r^2/2\ell^2}dr=-\frac{\sigma^2\ell^2}{t}.$$

Here $\tilde C$ is the Fourier transform of $C$, and $1/(4\pi tr)$ is that of $1/(tk^2)$. At fixed $w$ the shift grows as $1/\ell$, so strict white noise has no finite edge at the original zero. $B$ must be counted from the shifted edge. In two dimensions the corresponding integral diverges logarithmically at large $k$ for white noise, and at small $k$ even for finite $\ell$. The short-distance cutoff again shifts the reference energy, but second-order theory at zero energy does not give the size of that shift; the rest of this part is for three dimensions.

At energy $-B$ the denominator is $tk^2+B$. What remains after subtracting the edge shift is finite for white noise:

$$\Delta=w\int\!\frac{d^3k}{(2\pi)^3}\Big[\frac1{tk^2}-\frac1{tk^2+B}\Big]=\frac{w}{2\pi^2}\frac Bt\int_0^\infty\!\frac{dk}{tk^2+B}=\frac{w\kappa}{4\pi t}.$$

Relative to the binding energy, $\Delta/B=\eta/4\pi=A_3/(4\pi S)\approx3.0/S$. The law therefore needs $S$ well above 3, while the well must stay wide compared with $\ell$. The second condition limits $B$ from above, so in a material the three-dimensional law holds at best in a window.

## (f) Numbers in the regime of amorphous selenium

**Evaluate the tail for $m=m_e$, $\sigma=0.30$ eV, $\ell=0.15$ nm, and size what the model neglects.**

These are illustrative values, chosen with an electron in amorphous selenium in mind, a photoconductor used in X-ray detectors; they are neither measured nor fitted to data. With $t=0.0381$ eV nm²,

$$w=15.75\times0.0900\times0.003375=4.78\times10^{-3}\ \text{eV}^2\,\text{nm}^3,$$

$$S(50\ \text{meV})=\frac{37.79\times(0.0381)^{3/2}\times\sqrt{0.050}}{4.78\times10^{-3}}=13.1 .$$

Since $S\propto\sqrt B$, the local tail energy of the leading law, over which $e^{-S}$ falls by a factor $e$, is $(dS/dB)^{-1}=2B/S$:

- $B=20$ meV: $S=8.3$, tail energy 4.8 meV;
- $B=50$ meV: $S=13.1$, tail energy 7.6 meV;
- $B=100$ meV: $S=18.6$, tail energy 10.8 meV.

From 50 to 100 meV the exponential factor falls to $4\times10^{-3}$ of its value. The power of $B$ in front of the exponential, left open here, also matters at such moderate $S$: a prefactor $B^p$ changes the tail energy of the density to $2B/(S-2p)$. For example, $p=3/2$ would turn 7.6 meV into 9.9 meV.

At 50 meV the optimal well for white noise is $f(0)^2B=0.94$ eV deep, or $3.1\sigma$, and reaches half depth at 0.32 nm, about twice $\ell$.

**Finite correlation length.** For a fixed $\psi$, $\int V\psi^2$ is a Gaussian variable with variance $\iint\psi^2C\psi^2$, so the cost becomes $(B+T)^2/(2\iint\psi^2C\psi^2)$. Minimizing over Gaussian states, with and without $\ell$ at fixed $w$, raises $S$ by 3%, 8% and 15% at the three energies. These figures are too low, because the true optimal state is more sharply peaked than a Gaussian and loses more when the disorder is smoothed. Minimizing over all radial states gives 5%, 12% and 22%. At 50 meV the well is then 0.58 eV deep, or $1.9\sigma$, and reaches half depth at 0.46 nm. The tail energies from the exponential alone become 4.2, 5.7 and 6.8 meV.

**Edge and saddle.** The edge shift is $\sigma^2\ell^2/t=53$ meV, as large as $B$. If the binding were 50 meV plus this shift, $S$ would be 18.9 instead of 13.1, so the reference energy matters more than the finite $\ell$. The white-noise remainder $\Delta$ is 23% of $B$; the finite $\ell$ lowers it to 20%. Treated as a change of $B$, the white-noise value would alter $S$ by 11% if added and 12% if subtracted, or the density by a factor of 4 to 5.

**Band structure.** For unequal masses, rescaling each coordinate replaces $t^{3/2}$ by $\sqrt{t_1t_2t_3}$. Halving one mass everywhere, with $w$ fixed, multiplies $S$ by 1.41. At 50 meV the well depth is 0.47 of a rough 2 eV gap for white noise and 0.29 with the finite $\ell$, which strains the single-band effective-mass description.

**Temperature and field.** At 300 K, $k_BT=25.9$ meV exceeds the tail energy throughout this window, even with a prefactor $B^{3/2}$ included. For dilute carriers in equilibrium, $\rho(-B)\,e^{B/k_BT}$ therefore still falls with $B$ in this window, and carriers trapped in this model tail gather towards the shallow side. The white-noise law alone would reverse this near 0.5 to 0.6 eV, well outside its range; with the finite $\ell$ the tail energy of the exponential stays below 8 meV up to 1.2 eV. Deep defect traps of the real material are not part of this picture. In a rough operating field of 0.1 MV/cm the potential drops by 8.7 meV over $1/\kappa=0.87$ nm, which is 17% of $B$.

**Beside the real material.** Tail energies in amorphous semiconductors are very roughly a few tens of meV, so the 5 to 11 meV of the leading white-noise law is on the narrow side. In that law a tail energy of 20 meV at $B=50$ meV would need $S=5$. With $\ell$ and $m$ fixed, $S\propto\sigma^{-2}$, so this means $\sigma\approx0.49$ eV. Then $\Delta/B\approx0.6$ and the leading-order law is no longer reliable. Real selenium also has bonding defects that are not Gaussian, lattice polarization around the carrier, and thermal motion of the atoms. None of these is included, and their effect on the tail is not estimated here.
